# Mobility Limited Equally by Acoustic Phonons and Ionised Impurities

## Problem

Electrons of effective mass \(m\) occupy one isotropic parabolic band. They are non-degenerate, at temperature \(T\), in a weak uniform electric field. Let \(x=\varepsilon/k_BT\) be the reduced kinetic energy. Two elastic scattering mechanisms act, with momentum relaxation times

\[
\tau_a=A\,x^{-1/2}\quad\text{(acoustic phonons)},\qquad
\tau_i=B\,x^{3/2}\quad\text{(ionised impurities)},
\]

where \(A\) and \(B\) do not depend on energy. Acting alone, the mechanisms would give mobilities \(\mu_a\) and \(\mu_i\), and these happen to be equal.

1. Estimate the mobility when both act together.
2. Calculate it by averaging over energy without further approximation.
3. Explain the difference, and find when the estimate becomes good.

For numbers, take the model values \(m=0.2\,m_e\), \(T=100\) K and \(\mu_a=\mu_i=10\,000\ \mathrm{cm^2/(V\,s)}\).

**Origin of the power laws.** For elastic scattering through an angle \(\theta\), the momentum relaxation rate is the golden-rule rate weighted by \(1-\cos\theta\), the fraction of forward momentum lost.

For acoustic phonons of wavevector \(Q\) and frequency \(\omega\propto Q\), the squared deformation coupling is proportional to \(Q^2\). When \(\hbar\omega\ll k_BT\), the squared vibration amplitude is proportional to \(T/\omega^2\). The product does not depend on \(Q\), so the rate follows the density of final states, \(x^{1/2}\).

For an impurity potential with inverse screening length \(\kappa\), the Born matrix element is proportional to \(1/(Q^2+\kappa^2)\), with \(Q^2=2k^2(1-\cos\theta)\). Put \(u=1-\cos\theta\), then \(w=2k^2u+\kappa^2\), and \(b=4k^2/\kappa^2\):

\[
\int_0^2\frac{u\,du}{(2k^2u+\kappa^2)^2}
=\frac{1}{4k^4}\int_{\kappa^2}^{\kappa^2+4k^2}\frac{w-\kappa^2}{w^2}\,dw
=\frac{L(b)}{4k^4},\qquad L(b)=\ln(1+b)-\frac{b}{1+b}.
\]

The density of states supplies a factor \(k\), so the rate varies as \(k^{-3}L\propto x^{-3/2}L(\beta x)\), where \(\beta\) is the value of \(b\) at \(x=1\). The given law for \(\tau_i\) treats the slowly varying \(L\) as a constant. That approximation is examined at the end.

## First estimate by scaling

The mobility scales as \(\mu\sim e\tau/m\), with \(\tau\) taken at some typical thermal energy. If one typical energy serves for both mechanisms, equal mobilities mean equal relaxation times there. Independent scattering rates add, so the total rate is doubled and the time is halved:

\[
\frac1\mu\approx\frac1{\mu_a}+\frac1{\mu_i}
\quad\Longrightarrow\quad \mu\approx\tfrac12\mu_a=5000\ \mathrm{cm^2/(V\,s)}.
\]

This is Matthiessen's rule applied to mobilities. Its weak point is the single typical energy, because \(\tau_a\) falls with energy while \(\tau_i\) rises.

## Exact solution within the model

**Mobility as an average.** Let the field \(E\) point along \(z\), so that the force on an electron is \(-eE\). Write \(f=f_0+f_1\) with \(f_0\propto e^{-x}\). To first order in \(E\), the steady Boltzmann equation is

\[
-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau}.
\]

Since \(\partial f_0/\partial k_z=\hbar v_z\,\partial f_0/\partial\varepsilon=-\hbar v_zf_0/k_BT\),

\[
f_1=-\frac{eE\tau v_z}{k_BT}f_0 .
\]

The drift velocity is the sum of \(v_zf_1\) divided by the sum of \(f_0\). Isotropy replaces \(v_z^2\) by \(v^2/3=2\varepsilon/3m\), and the density of states contributes \(x^{1/2}\):

\[
v_d=-\frac{2eE}{3m}\,
\frac{\int_0^\infty\tau\,x^{3/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}.
\]

The denominator is \(\Gamma(3/2)\), and \(\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)\). With \(\mu=|v_d|/E\),

\[
\mu=\frac{e\langle\tau\rangle}{m},\qquad
\langle\tau\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty\tau(x)\,x^{3/2}e^{-x}\,dx .
\]

**Separate mobilities.** The two power laws give

\[
\langle\tau_a\rangle=\frac{A}{\Gamma(5/2)}\int_0^\infty x\,e^{-x}dx=\frac{A}{\Gamma(5/2)},\qquad
\langle\tau_i\rangle=\frac{B}{\Gamma(5/2)}\int_0^\infty x^3e^{-x}dx=\frac{6B}{\Gamma(5/2)} .
\]

Define \(q^2=A/B\). Dividing the two averages gives \(q^2=6\mu_a/\mu_i\), so equal mobilities mean \(q=\sqrt6\).

**Both mechanisms together.** The rates add at each energy, before the average is taken:

\[
\frac1\tau=\frac{x^{1/2}}A+\frac{x^{-3/2}}B
=\frac{x^{-3/2}}{A}\,(x^2+q^2)
\quad\Longrightarrow\quad
\tau=\frac{A\,x^{3/2}}{x^2+q^2}.
\]

Averaging and dividing by \(\langle\tau_a\rangle\),

\[
\frac{\mu}{\mu_a}=F(q)=\int_0^\infty\frac{x^3e^{-x}}{x^2+q^2}\,dx .
\]

Because \(x^3=x(x^2+q^2)-q^2x\), and \(\int_0^\infty xe^{-x}dx=1\),

\[
F(q)=1-q^2g(q),\qquad g(q)=\int_0^\infty\frac{x\,e^{-x}}{x^2+q^2}\,dx .
\]

**Evaluating \(g\).** For finite \(R\), elementary integration gives

\[
\int_0^R\cos(qt)\,e^{-xt}dt=\frac{x+e^{-xR}(q\sin qR-x\cos qR)}{x^2+q^2}.
\]

Multiply by \(e^{-x}\) and integrate over \(x\). On the left the order of integration may be exchanged, since \(R\) is finite, and \(\int_0^\infty e^{-x(1+t)}dx=1/(1+t)\). On the right the first term gives \(g\). The second is bounded in magnitude by \(3/[2q(1+R)]\), because \((q+x)/(x^2+q^2)\le 3/(2q)\). It vanishes as \(R\to\infty\), leaving

\[
g(q)=\int_0^\infty\frac{\cos qt}{1+t}\,dt .
\]

Now set \(s=q(1+t)\), so that \(dt/(1+t)=ds/s\) and \(\cos qt=\cos(s-q)=\cos q\cos s+\sin q\sin s\):

\[
g(q)=\cos q\int_q^\infty\frac{\cos s}{s}ds+\sin q\int_q^\infty\frac{\sin s}{s}ds .
\]

With the definitions \(\mathrm{Ci}(q)=-\int_q^\infty(\cos s/s)\,ds\) and \(\mathrm{Si}(q)=\int_0^q(\sin s/s)\,ds\), and with \(\mathrm{Si}(\infty)=\pi/2\), the result is

\[
\boxed{\;\frac{\mu}{\mu_a}=1+q^2\Big[\cos q\,\mathrm{Ci}(q)+\sin q\Big(\mathrm{Si}(q)-\frac{\pi}{2}\Big)\Big],\qquad q^2=\frac{6\mu_a}{\mu_i}\;}
\]

**Equal mobilities.** For \(q=\sqrt6\),

\[
\frac\mu{\mu_a}=1+6\,[(-0.76991)(0.30191)+(0.63816)(0.19510)]
=1-6(0.10794)\approx0.352 .
\]

Direct quadrature of the integral for \(F\) agrees.

**The example in numbers.** Each mechanism alone has \(\langle\tau\rangle=m\mu_a/e=1.1371\) ps. Hence \(A=1.32934\times1.1371\ \mathrm{ps}=1.512\) ps and \(B=A/6=0.252\) ps. The combined mobility is

\[
\mu=0.3524\times10\,000\approx3520\ \mathrm{cm^2/(V\,s)} .
\]

A separate calculation of the drift velocity, by integrating the shifted distribution over three-dimensional \(k\)-space, gives the same value.

## Comparison

**Size of the error.** The estimate of 5000 exceeds the averaged result by 42 % of the latter. The error matters when mobilities are decomposed. Suppose the true combined mobility and \(\mu_a\) are known, and Matthiessen's rule is used to extract the impurity part:

\[
\mu_i^{\rm inferred}=\left(\frac1{3523.9}-\frac1{10\,000}\right)^{-1}\approx5440\ \mathrm{cm^2/(V\,s)} .
\]

The true value is 10 000, so the impurities would appear almost twice as effective as they are.

**Why the estimate is too high.** For any number \(t\),

\[
t^2\tau_a+(1-t)^2\tau_i-\frac{\tau_a\tau_i}{\tau_a+\tau_i}
=\frac{[t\tau_a-(1-t)\tau_i]^2}{\tau_a+\tau_i}\ge0 ,
\]

as multiplying out by \(\tau_a+\tau_i\) confirms. Average over energy and choose \(t=\langle\tau_i\rangle/(\langle\tau_a\rangle+\langle\tau_i\rangle)\). The first two terms then become \(\langle\tau_a\rangle\langle\tau_i\rangle/(\langle\tau_a\rangle+\langle\tau_i\rangle)\), which is Matthiessen's value. It is therefore an upper bound, reached only if the square vanishes at every energy, that is, if \(\tau_a/\tau_i\) is independent of energy. Here that ratio is \(q^2/x^2\).

**Which carriers matter.** The two times are equal at \(x=q=2.45\), or 21.1 meV in the example. Below this energy impurities scatter more strongly, and above it phonons do. The acoustic-only mobility has energy weight \(xe^{-x}\), and the impurity-only mobility has weight \(x^3e^{-x}/6\). Integration by parts gives

\[
\int_0^q xe^{-x}dx=1-(1+q)e^{-q}=0.702,
\]
\[
\frac16\int_q^\infty x^3e^{-x}dx=e^{-q}\Big(1+q+\frac{q^2}2+\frac{q^3}6\Big)=0.768 .
\]

Thus 70 % of the acoustic-only mobility comes from slow carriers, which the impurities then obstruct. Of the impurity-only mobility, 77 % comes from fast carriers, which the phonons obstruct.

These shares also bracket the answer. The combined time lies between half the shorter time and the whole of it. The average of the shorter time, in units of \(\langle\tau_a\rangle\), is \((1-0.768)+(1-0.702)=0.530\). Hence \(\mu/\mu_a\) must lie between 0.265 and 0.530, as it does.

**Unequal mobilities.** If \(\mu_i\ll\mu_a\), then \(q\) is large. Expanding \(1/(x^2+q^2)\approx1/q^2-x^2/q^4\) gives \(F\approx6/q^2-120/q^4\), so

\[
\frac{\mu}{\mu_i}=\frac{q^2}{6}F\approx1-\frac{20}{q^2}=1-\frac{10}{3}\frac{\mu_i}{\mu_a}.
\]

Matthiessen's rule gives \(1-\mu_i/\mu_a\) to the same order. The leading value is right, but the first correction is too small by a factor 10/3.

If instead \(\mu_a\ll\mu_i\), then \(q\) is small and \(\mathrm{Ci}(q)\approx\gamma+\ln q\), where \(\gamma\) is Euler's constant. The leading loss is

\[
1-\frac\mu{\mu_a}\approx q^2\Big(\ln\frac1q-\gamma\Big),
\]

against \(q^2/6\) from Matthiessen's rule. The exact loss is \(q^2\int_0^\infty xe^{-x}dx/(x^2+q^2)\), and the integrand is close to \(1/x\) for \(q\ll x\ll1\). The logarithm therefore comes from slow carriers across this whole range, and even a few impurities cost more than the rule predicts.

In both limits \(\mu\) approaches the smaller separate mobility, and the ratio of \(\mu\) to Matthiessen's value tends to 1. The approach is slow, and the leading corrections above are accurate only far into each limit. The boxed formula gives a ratio above 0.9 only when \(\mu_a/\mu_i\) is below about 0.024 or above about 16, and above 0.95 only when it is below about 0.008 or above about 39. In between, that ratio has a numerically located minimum of 0.702 at \(\mu_a/\mu_i\approx0.77\). The equal case, with 0.705, lies close to the worst one.

**Restoring the screening logarithm.** Now let \(\tau_i\propto x^{3/2}/L(\beta x)\), still with equal separate mobilities. Numerical averaging gives:

| \(\beta\) | \(\mu/\mu_a\) |
|---|---|
| 0.01 | 0.500 |
| 1 | 0.451 |
| 10 | 0.392 |
| 100 | 0.373 |
| \(10^4\) | 0.363 |

For strong screening, \(b\ll1\), the expansions \(\ln(1+b)\approx b-b^2/2\) and \(b/(1+b)\approx b-b^2\) give \(L\approx b^2/2\). Then \(\tau_i\propto x^{3/2}/x^2=x^{-1/2}\), the same law as for phonons, and one-half becomes correct. This is a limit of the formula, not a regime the example can reach through screening by its own carriers. With a relative permittivity near 12, \(\beta=1\) would already need about \(10^{18}\ \mathrm{cm^{-3}}\) carriers. That exceeds the effective density of states, \(4.3\times10^{17}\ \mathrm{cm^{-3}}\), so they would no longer be non-degenerate.

For weak screening, \(dL/db=b/(1+b)^2\) gives \(d\ln L/d\ln b\approx1/L\) when \(b\gg1\). The local exponent of \(\tau_i\) is then \(3/2-1/L\), which approaches \(3/2\) only logarithmically. Even at \(\beta=10^{12}\), a purely mathematical check, the ratio is 0.356. The value 0.35 therefore belongs to the frozen logarithm, and at \(\beta\) between 10 and 100 the full Born rate gives 0.37 to 0.39. These figures show the effect of the logarithm and are not precise predictions for a material. For weakly screened impurities the Born approximation is safe when \(ka_B\gg1\), where \(a_B\) is the effective Bohr radius. In the example, with a relative permittivity near 12, \(ka_B\) is only about 0.7 at \(x=1\). Hydrogenic donors in such a material would also be bound by about 19 meV, or \(2.2\,k_BT\) at 100 K. In uncompensated material roughly 30 % of them would stay neutral at \(\beta=100\) and roughly 80 % at \(\beta=10\), and scattering by neutral donors is not part of the model.

The result also rests on the other assumptions of the problem. Degenerate statistics or anisotropic valleys would require a new calculation. So would inelastic optical-phonon scattering, for which a relaxation time depending only on energy does not exist in general. The numerical output below lists the main computed values.

## Table of computed values

```
q = sqrt(6), also crossing energy / kBT: 2.44949
Ci(q): 0.30191
Si(q): 1.76590
Si(q) - pi/2: 0.19510
cos q: -0.76991
sin q: 0.63816
mu/mu_a, closed form: 0.35239
mu/mu_a, direct quadrature: 0.35239
mu / Matthiessen value, equal mobilities: 0.7048
Matthiessen overestimate: 41.9 %
acoustic-only mobility from x < q: 70.2 %
impurity-only mobility from x > q: 76.8 %
example mass: 0.2 m_e
example temperature: 100 K
thermal energy kBT: 8.617 meV
crossing energy: 21.11 meV
mean time of each mechanism alone: 1.1371 ps
Gamma(5/2): 1.32934
A: 1.5116 ps
B: 0.2519 ps
acoustic mobility, k space: 10000.0 cm^2/(V s)
impurity mobility, k space: 10000.0 cm^2/(V s)
combined mobility, k space: 3523.9 cm^2/(V s)
Matthiessen mobility: 5000.0 cm^2/(V s)
impurity mobility wrongly inferred: 5441 cm^2/(V s)
worst case, mu_a/mu_i: 0.766
worst case, mu / Matthiessen value: 0.7024
mu/mu_a with logarithm, beta = 0.01: 0.5000
mu/mu_a with logarithm, beta = 1: 0.4506
mu/mu_a with logarithm, beta = 10: 0.3922
mu/mu_a with logarithm, beta = 100: 0.3731
mu/mu_a with logarithm, beta = 10000: 0.3626
mu/mu_a with logarithm, beta = 1e+12: 0.3557
```
